# Second-order three-body operators for f electrons from single excitations, part 2

The repulsion \(g_{ij}=e^2/r_{ij}\) in a configuration \(nl^N\) is treated to second order. The block \(B\) leading to an excited configuration at energy \(\Delta>0\) gives \(H_2=-B^\dagger B/\Delta\). For one electron excited to an empty shell \(n'l'\),
\[
H_2=-\frac1\Delta\sum_i\sum_{j\ne i}\sum_{m\ne i} g_{ij}\,P_{l'}(i)\,g_{im},
\]
where \(P_{l'}(i)\) projects electron \(i\) on \(n'l'\) and the others on \(nl\). The \(j=m\) terms are two-body; the \(j\ne m\) terms are
\[
H_3=-\frac1\Delta\sum_{kk'}R^kR^{k'}\langle l\|C^k\|l\rangle\langle l\|C^{k'}\|l\rangle\langle l\|C^k\|l'\rangle\langle l'\|C^{k'}\|l\rangle\sum_{k''}[k'']\begin{Bmatrix}k&k'&k''\\l&l&l'\end{Bmatrix}V(kk'k'').
\]
Here \([k]=2k+1\), \(R^k=R^k(nl\,nl;n'l'\,nl)\), and \(B_k\) is the rank-\(k\) part of \(B\) with unit radial integral. A core shell gives \(-H_3\) plus terms of at most two-body rank.

\(V(kk'k'')\) couples unit tensors \(u^k,u^{k'},u^{k''}\) on three distinct electrons to a scalar, summed over ordered triples. With \(v^k_q=\sqrt{[k]}\,u^k_q\), odd \(k\) generate \(SO(7)\), label \((110)\), and \(k=2,4,6\) form \((200)\). Also
\[
V(kk0)=\frac{N-2}{\sqrt{[k][l]}}\,O_k,\qquad O_k=\sum_{i\ne j}u^k(i)\cdot u^k(j).
\]

For \(f\) electrons nine triads remain: 222, 224, 244, 246, 266, 444, 446, 466, 666. Their unit symmetric tensors are \(e\leftrightarrow s\,V\), \(s=\sqrt{n[k][k'][k'']}\), with \(n\) distinct orderings. The operators \(t_i=\sum_aZ_{ai}e_a\), \(Z\) orthogonal, have \(SO(7)\) and \(G_2\) labels
\[
\begin{aligned}
&t_1\,(000)(00),\quad t_2\,(220)(22),\quad t_3\,(222)(00),\quad t_4\,(222)(40),\quad t_5\,(400)(40),\\
&t_6\,(420)(22),\quad t_7\,(420)(40),\quad t_8\,(420)(42),\quad t_9\,(600)(60).
\end{aligned}
\]
\(T^i\) is the coefficient of \(t_i\) in \(H_3\). The exclusion principle gives \(t_9=0\); \(t_1\) and \(t_5\) also drop out, as shown next.

The Casimir operator is \(G(SO_7)=\tfrac1{10}\sum_{i=1}^3w_i(w_i+7-2i)\). The generator \(H_1\) of rotations in one plane of orbital space has orbitals \(\phi_\pm\) of eigenvalue \(\pm1\) and five neutral orbitals, a vector of the commuting \(SO(5)\).

The example excites \(f^3\) to an empty \(p\) shell, with \(\Delta=100000\), \(R^2=10000\) and \(R^4=5000\ \mathrm{cm^{-1}}\); its matrices take one state for each of the 17 terms.

For \(t_5\) and \(t_1\) one uses that a three-body operator \(a^\dagger a^\dagger a^\dagger aaa\) is fixed by its \(f^3\) matrix. If that matrix equals the \(f^3\) matrix of a two-body operator \(O=\sum_{i\ne j}o_{ij}\), the operator equals \(\sum_{\rm distinct}o_{ij}1_m=(N-2)O\) for every \(N\). The highest-weight component of a spin-free \((400)\) operator raises \(H_1\) by 4 and commutes with \(SO(5)\). In \(f^3\) it can only map the states \(\phi_-^2\chi\) to \(\phi_+^2\chi'\), with \(\chi,\chi'\) neutral. Both sets are irreducible vectors of \(SO(5)\) for each spin projection, so Schur's lemma fixes the map up to a factor. The two-body operator that moves the pair from \(\phi_-\) to \(\phi_+\) is such a map and is nonzero; it is the highest component of the two-body \((400)\) set whose single \(L=0\) member is Racah's \(e_2\). Therefore \(t_5\propto(N-2)e_2\). For \(t_1\), the quartets of \(f^3\) have orbital shape \(\{111\}=(111)\) and the doublets \(\{21\}=(210)+(100)\), so a spin-free \(SO(7)\) scalar has three eigenvalues. The operators \(1\), \(S^2\) and \(G(SO_7)\), each of at most two-body rank, match any three, since \(S^2\) separates quartets from doublets and \(G=1.8\) and \(0.6\) separates \((210)\) from \((100)\). Fits in \(f^3\) give
\[
t_1=(N-2)\,(0.2428\,O_0+0.8092\,O_2+1.4565\,O_4+2.1039\,O_6),\qquad
t_5=(N-2)\,(0.7797\,O_2-1.2759\,O_4+0.4962\,O_6),
\]
and these coefficients reproduce the \(f^4\) matrices with \(N-2=2\). Only even ranks appear, so \(T^1\) and \(T^5\) act as \(N\)-dependent shifts of the Slater integrals.

Six operators remain, \(t_2,t_3,t_4,t_6,t_7,t_8\), so six is an upper bound. "Independent" is taken in the strict sense, modulo all seven \(O_0,\dots,O_6\); the odd ones matter because the \(j=m\) terms and double excitations are general two-body scalars. The labels of the \(O_k\) come from the symmetric squares of \((200)\) and of the generators \((110)\): three \((000)\), two \((220)\), one \((400)\) and one \((111)\). None is \((222)\) or \((420)\), so \(t_3,t_4,t_6,t_7,t_8\), whose labels are all different, are independent provided they do not vanish. The operator \(t_2\) shares its label with two two-body operators, and symmetry does not decide. Explicit \(17\times17\) matrices settle both points: after projecting out the seven \(O_k\), the six have rank 6, and the norm of \(t_2\) falls only from 1.819 to 1.723. (The norms of the others also fall, \(t_3\) from 3.781 to 3.202, because a norm with one unweighted state per term is not \(SO(7)\)-invariant and different labels need not be orthogonal in it.) Replacing \(t_2\) by \(t_2\) minus \((N-2)\) times a two-body operator leaves \(T^2\) unchanged and alters only the two-body parameters.

The rank found in \(f^3\) carries over to \(3\le N\le11\). For an operator \(X\) on the \(N\)-electron space define \(\mathcal LX=\sum_sa^\dagger_sXa_s\) and \(\Lambda X=\sum_sa_sXa^\dagger_s\) over the 14 spin orbitals. Each application of \(\mathcal L\) adds an idle electron, so the three-body operator with \(f^3\) matrix \(X\) is \(\mathcal L^{N-3}X/(N-3)!\) in \(f^N\). Inserting \(a_ta^\dagger_s=\delta_{st}-a^\dagger_sa_t\) on both sides,
\[
\Lambda\mathcal LX=\sum_{st}(\delta_{st}-a^\dagger_sa_t)X(\delta_{st}-a^\dagger_ta_s)=(14-2N)X+\mathcal L\Lambda X .
\]
So \(\mathcal L\) and \(\Lambda\) are ladder operators of an angular momentum with projection \(N-7\). A vector of projection \(-4\) lies in multiplets of \(J\ge4\), and raising it up to \(+4\) cannot annihilate it: the map from \(N=3\) is injective up to \(N=11\). Two-body operators are themselves images of \(f^3\) matrices (divided by \(N-2\)), so a relation in \(f^N\) would imply one in \(f^3\). Outside this range the count fails: the \(t_i\) vanish for \(N<3\), and \(f^{12}\) has only seven terms, so there they are absorbed.

Six is a second-order number. The terms of \(f^3\) are nine unrepeated ones and four that occur twice, so real symmetric spin-free scalars number \(9+4\cdot3=21\), and \(21-7=14\) are three-body. The argument above restricts only second order in \(g\) with common denominators; it places no such limit on higher orders, and spin-orbit coupling in \(B\) would add spin-dependent operators. The same count gives \(3-3=0\) three-body operators in \(p^3\), where the triad 222 is absorbed, and \(9-5=4\) in \(d^3\), of which the four triads supply 2.

It remains to see that excitations reach all six. For one \(l'\), the sums of \(R^kR^{k'}/\Delta\) over \(n'\) can span all symmetric matrices in \(k,k'\), so the relevant rank is that of the symmetrized \(B_k^\dagger B_{k'}\) modulo two-body operators. From determinants it is 3, 4, 6, 3, 1 for \(l'=1,3,5,7,9\), and 6 for all together. The values for \(l'=1,7,9\) equal the numbers of available products, from ranks \(\{2,4\}\), \(\{4,6\}\) and \(\{6\}\). For \(l'=3\) there are six products, and the loss of two can be derived. There \(P_{l'}\) acts as the unit matrix, and the coefficient of \(v^kv^{k'}v^{k''}\) is \(D_kD'_{k'}\sqrt{[k][k'][k'']}\) times the 6j symbol with lower row 3,3,3, where \(D_k=R^k\langle l\|C^k\|l\rangle^2/[k]\). Without the \(D\) factors this tensor is proportional to \(\mathrm{tr}(vvv)\), an \(SO(7)\) scalar, hence to \(t_1\). The diagonal maps \(D\) are the three \(L=0\) vectors of \(S^2(200)=(400)+(220)+(200)+(000)\), with labels \((000),(220),(400)\). The product \((000)\times(000)\) yields \(t_1\), and \((000)\times(400)\) yields a \((400)\) operator, \(t_5\). At most four survive, and four are found.

In the \(f\to p\) model, \(\langle f\|C^2\|f\rangle=-1.36626\), \(\langle f\|C^4\|f\rangle=1.12815\), \(\langle f\|C^2\|p\rangle=1.34164\) and \(\langle f\|C^4\|p\rangle=-1.15470\). The products of four reduced elements are 3.3600 for \((k,k')=(2,2)\), 2.38785 for \((2,4)\) and 1.6970 for \((4,4)\), and \(R^kR^{k'}/\Delta\) is 1000, 500 and 250 \(\mathrm{cm^{-1}}\). The coefficients \(X\) of the \(V\), in \(\mathrm{cm^{-1}}\), collect every ordering of a triad:
\[
\begin{aligned}
X_{222}&=-1000(3.3600)(5)(0.139971)=-2351.5,\\
X_{224}&=-1000(3.3600)(9)(0.070630)-2(500)(2.38785)(5)(0.015058)\\&=-2135.9-179.8=-2315.7,\\
X_{244}&=-2(500)(2.38785)(9)(0.058321)-250(1.6970)(5)(0.113979)\\&=-1253.4-241.8\approx-1495.1,\\
X_{246}&=-2(500)(2.38785)(13)(0.125988)\approx-3910.9,
\end{aligned}
\]
and likewise \(X_{444}=-327.8\) and \(X_{446}=-224.3\), while 266, 466 and 666 need a spectator of rank 6 and are absent. Dividing by \(s=\sqrt{125},\sqrt{675},\sqrt{1215},\sqrt{3510},27,\sqrt{3159}\) gives components \(-210.33,-89.13,-42.89,-66.01,-12.14,-3.99\) on the \(e\). Since \(Z\) is orthogonal, \(T^i=\sum_aZ_{ai}X_a/s_a\). The entries of \(t_6\) on these six triads are \(0.4371,0.3841,-0.0338,-0.2954,0.2435,0.0193\), so
\[
T^6=-91.93-34.23+1.45+19.50-2.96-0.08\approx-108.3\ \mathrm{cm^{-1}}=-13.4\ \mathrm{meV}.
\]
The others are \(T^2=3.5\), \(T^3=-32.6\), \(T^4=0.0\), \(T^7=-114.2\) and \(T^8=-48.3\ \mathrm{cm^{-1}}\), that is \(0.44,-4.04,0.00,-14.2\) and \(-5.99\) meV. A least-squares decomposition of the determinant matrix \(-B^\dagger B/\Delta\) into the six \(t_i\) and seven \(O_k\) returns the same six values. The coefficients \(T^1=18.1\) and \(T^5=-21.7\ \mathrm{cm^{-1}}\) go into two-body parameters, and the largest in magnitude, \(T^9=-171.9\ \mathrm{cm^{-1}}\), multiplies the zero operator. A single core \(p\) shell with the same parameters would reverse all these signs.

The vanishing of \(T^4\) is not an accident of the ratio \(R^4/R^2\). The \((2,2)\) part alone is \(0.0634(-210.33)-0.1622(-2135.9/25.98)=-13.33+13.33\). The \((4,4)\) part alone is \(-0.6642(-241.8/34.86)+0.2599(-12.14)+0.3640(-3.99)=4.61-3.16-1.45\). Both vanish to the accuracy of the four-decimal coefficients, and as the total is zero the cross term does too. That an exact selection rule forbids \((222)(40)\) for \(l'=1\) is a conjecture suggested by these figures; it is not derived here.

The term shifts show the size of the \(j\ne m\) part, which includes the absorbable pieces \(V(220)\), \(V(440)\), \(t_1\) and \(t_5\). For \(^4S\) it equals the \(j=m\) part, \(-107.3\ \mathrm{cm^{-1}}\), and doubles the shift to \(-214.6\). For \(^4I\) it is \(+17.9\) against \(-23.8\), leaving \(-6.0\), and for \(^4F\) it is \(+35.8\) against \(-71.5\). It has either sign because it is an interference between amplitudes with different spectators; the total, \(-B^\dagger B/\Delta\), and the \(j=m\) part, a sum of terms \(-g_{ij}P_{l'}(i)g_{ij}/\Delta\) each of the form \(-A^\dagger A\), are both bound to be non-positive, but their difference is not. The \(^2L\) term is unshifted because \(f^2p\) reaches at most \(L=6+1=7<8\). Its \(j=m\) part is zero separately, since any pair in an \(L=8\) state has \(L\ge5\) while \(fp\) has \(L\le4\).

The numerical check below builds \(B\) from determinants with angular integrals by quadrature. It tests the formula for \(H_3\) term by term in \(f^3\) for every \(l'\), the even-rank sum in \(f^3\) and \(f^4\) for \(l'=1,3\), the core sign modulo two-body operators in \(f^3\), the group labels, the reductions of \(t_1,t_5,t_9\), and the counts 0, 2 and 6.

## Computed values

```
max asymmetry of an ordered (k,k') CI term, R=1: 0.01714
CI rank mod two-body per l': {1: 3, 3: 4, 5: 6, 7: 3, 9: 1}  all l': 6
l=1: terms 3, scalar ops 3, two-body 3, three-body 0, triads 1, 2nd order 0
l=2: terms 8, scalar ops 9, two-body 5, three-body 4, triads 4, 2nd order 2
l=3: terms 17, scalar ops 21, two-body 7, three-body 14, triads 9, 2nd order 6
coefficients on e(triad), order 222 224 244 246 266 444 446 466 666
t1 (000)(00) 0.0985 -0.2520 -0.0595 -0.2185 -0.5901 0.2218 -0.5135 -0.4546 -0.0883
t2 (220)(22) 0.3381 -0.6815 -0.1176 -0.1819 0.1842 0.2769 -0.0534 0.4729 0.1928
t3 (222)(00) 0.1920 0.2686 -0.0188 -0.5436 0.0699 0.2833 0.3785 -0.3231 0.5123
t4 (222)(40) 0.0634 -0.1622 -0.6642 0.3788 0.0970 0.2599 0.3640 -0.3602 -0.2142
t5 (400)(40) 0.2088 -0.1942 0.0344 -0.0518 -0.6211 -0.4275 0.5710 0.1348 -0.0458
t6 (420)(22) 0.4371 0.3841 -0.0338 -0.2954 0.0037 0.2435 0.0193 0.2508 -0.6711
t7 (420)(40) 0.5667 0.1761 -0.3693 0.0507 0.1519 -0.5613 -0.3381 -0.0832 0.2226
t8 (420)(42) 0.2824 -0.3478 0.5224 -0.0125 0.3904 -0.1796 0.1305 -0.4958 -0.2805
t9 (600)(60) 0.4467 0.1905 0.3599 0.6225 -0.2058 0.3701 0.0000 0.0428 0.2569
f3 norm of t1..t9: 1.415 1.819 3.781 1.930 0.917 1.821 1.381 1.514 0.000
same mod two-body: 0.000 1.723 3.202 1.915 0.000 1.780 1.365 1.484 0.000
t1=(N-2)sum c_k u.u, c0..c6: 0.2428 0.0000 0.8092 -0.0000 1.4565 0.0000 2.1039
t5=(N-2)sum c_k u.u, c0..c6: 0.0000 0.0000 0.7797 0.0000 -1.2759 0.0000 0.4962
model: R2=10000 R4=5000 Delta=100000 cm-1; 1 cm-1 = 0.123984 meV
<f||C2||f>=-1.36626 <f||C4||f>=1.12815
<f||C2||p>=1.34164 <f||C4||p>=-1.15470
6j{2 2 k'';3 3 1}: 0:0.169031 2:0.139971 4:0.070630
6j{2 4 k'';3 3 1}: 2:0.015058 4:0.058321 6:0.125988
6j{4 4 k'';3 3 1}: 0:0.125988 2:0.113979 4:0.085846 6:0.040663
V coefficients, cm-1: 022:-567.944 044:-53.450 222:-2351.510 224:-2315.652 244:-1495.134 246:-3910.927 444:-327.777 446:-224.260
T1 = 18.0774 cm-1 = 2.2413 meV; not independent
T2 = 3.5336 cm-1 = 0.4381 meV; CI fit 3.5336 cm-1
T3 = -32.5782 cm-1 = -4.0392 meV; CI fit -32.5782 cm-1
T4 = -0.0000 cm-1 = -0.0000 meV; CI fit -0.0000 cm-1
T5 = -21.7442 cm-1 = -2.6959 meV; not independent
T6 = -108.2555 cm-1 = -13.4220 meV; CI fit -108.2555 cm-1
T7 = -114.2407 cm-1 = -14.1640 meV; CI fit -114.2407 cm-1
T8 = -48.3115 cm-1 = -5.9899 meV; CI fit -48.3115 cm-1
T9 = -171.9420 cm-1 = -21.3181 meV; not independent
4S: CI -214.603  j=m -107.302  j!=m -107.302 cm-1
2P: CI -308.504  j=m -174.857  j!=m -133.647 cm-1
4D: CI -41.728  j=m -23.845  j!=m -17.884 cm-1
4F: CI -35.767  j=m -71.534  j!=m 35.767 cm-1
4G: CI -27.819  j=m -23.845  j!=m -3.974 cm-1
2I: CI -158.549  j=m -81.406  j!=m -77.143 cm-1
4I: CI -5.961  j=m -23.845  j!=m 17.884 cm-1
2K: CI -35.269  j=m -70.537  j!=m 35.269 cm-1
2L: CI 0.000  j=m 0.000  j!=m -0.000 cm-1
Frobenius norm H2 524.867 cm-1, residual of best two-body fit 247.248 cm-1
```
